Comment on burn-in of dielectrics whose Weibull slope exceeds one

The manuscript under review proposes a 48 h burn-in for chips whose copper lines are separated by a porous low-k dielectric. Its argument runs as follows. Lifetimes follow one Weibull law with slope 2. Burn-in at raised voltage and temperature makes the weakest chips fail in the factory. The survivors have shown that they are strong, so their failure rate in the field must be lower than that of untreated chips.

The first two sentences can be accepted as assumptions. The question is whether the last follows from them.

**What survival does to the hazard**

Let t be time under use conditions and R(t) the fraction of chips still working. The Weibull law with scale η and slope β is

R(t) = exp[−(t/η)^β].

The hazard h is the failure rate per surviving chip:

h(t) = −(dR/dt)/R = −d ln R/dt.

Since ln R = −(t/η)^β, differentiation gives

h(t) = (β/η)(t/η)^(β−1).

Burn-in is taken to be accelerated ageing: s hours of stress do the same damage as t_b = A s hours of use, with the same factor A for every chip. I restart the service clock after burn-in. A survivor at service time t has the equivalent age t_b + t, and its survival probability, given that it passed burn-in, is

R(t|t_b) = R(t_b + t)/R(t_b).

The denominator does not depend on t, so it drops out of the logarithmic derivative:

−d ln R(t|t_b)/dt = h(t_b + t).

Dividing by the hazard of a new chip at the same service time t > 0 gives

h(t_b + t)/h(t) = [(t_b + t)/t]^(β−1) = (1 + t_b/t)^(β−1).

The bracket exceeds one. For β > 1 the survivor therefore has the higher hazard, for β = 1 the two are equal, and for β < 1 the survivor has the lower hazard. The authors' conclusion belongs to the third case, while their data model is the first.

The same ordering holds for accumulated failures. Integrating the hazard difference over service gives

∫₀ᵗ [h(t_b + u) − h(u)] du = ln R(t) − ln R(t|t_b).

For β > 1 the left side is positive, so R(t|t_b) < R(t). As a strong example, take a burn-in age of 0.3η and a service period of 0.3η, with β = 2. New chips have the exponent 0.3² = 0.09 and 8.6 % fail. Survivors have 0.6² − 0.3² = 0.27 and 23.7 % fail. With β = 0.6 the order is reversed: 38.5 % of new chips fail, against 22.2 % of survivors.

This result uses the population curve R(t) alone. It does not require the chips to be identical inside. If hidden differences exist but the whole population still follows one Weibull law with β > 1, and ages by the common factor A, the derivation is unchanged.

**The true statement inside the argument**

Survivors do have a longer mean total life than the original population. The original mean is a weighted average over chips that die before t_b and chips that die after it; removing the first group raises the average. But the customer receives the remaining life, whose mean is

m(t_b) = ∫₀^∞ R(t_b + t)/R(t_b) dt.

Put v = [(t_b + t)/η]^β and x = (t_b/η)^β. Then t_b + t = η v^(1/β), so dt = (η/β)v^(1/β−1) dv, and

m(t_b) = (η/β) e^x ∫ₓ^∞ v^(1/β−1) e^(−v) dv.

For β > 1 the inequality R(t|t_b) < R(t) makes this integral smaller than the mean life of new chips. The manuscript moves from longer total life to longer remaining life, and that step fails.

**A physical picture for slope 2**

A simple model shows how survivors can be worse although each elementary event has a constant rate. It is an illustration: a measured slope of 2 would not prove that a real dielectric fails in this way. Let the dielectric contain N independent columns. Each column has two trap sites, each empty site fills at the constant rate r, and the chip fails when both sites of any column are filled. Let P₀ and P₁ be the probabilities that a column has no filled site or one:

dP₀/dt = −2r P₀,
dP₁/dt = 2r P₀ − r P₁.

For rt ≪ 1, P₀ ≈ 1 and P₁ ≈ 2rt. A half-filled column fails at rate r, so an intact column has the hazard r P₁/(P₀ + P₁) ≈ 2r²t. Hazards of independent columns in series add:

h(t) ≈ 2N r² t.

The Weibull hazard for β = 2 is 2t/η², hence η = 1/(r√N). With N = 10⁸ and r = 2×10⁻¹¹ per hour, η = 5×10⁶ h.

Burn-in multiplies r by A for a time s and leaves P₁ ≈ 2rAs = 2r t_b. The surviving chip has no completed column, but on average it carries about 2N r t_b half-filled ones. Passing the test does not empty them.

If a fraction φ of these half-filled columns heals before service, then P₁ ≈ 2r[(1−φ)t_b + t] and

h(t) ≈ 2[(1−φ)t_b + t]/η².

Its integral over service is [t² + 2(1−φ)t_b t]/η². Complete healing, φ = 1, returns the chip to the new state. Within this model it does not make the chip better than new.

**Numbers for the proposed burn-in**

The line spacing is 20 nm. Use at 0.8 V and 378 K gives a mean field of 0.40 MV/cm; burn-in at 1.6 V and 413 K gives 0.80 MV/cm. Suppose that the logarithm of lifetime falls linearly with field, with a coefficient of 4 cm/MV, and that the activation energy is 0.60 eV. If the field coefficient is taken as independent of temperature, the acceleration is the product of two factors:

field: exp[4 × (0.80 − 0.40)] = 4.95,
temperature: exp[(0.60 eV/k)(1/378 K − 1/413 K)] = 4.76.

Here k is Boltzmann's constant. The total is A = 23.6, so 48 h of burn-in amount to t_b ≈ 1132 h of use. I keep four digits to make the arithmetic traceable; the physical uncertainty is much larger.

Take η = 5×10⁶ h under use conditions and β = 2. One FIT is 10⁻⁹ failures per hour. After 100 h of service a new chip has

h = 2 × 100/(5×10⁶)² = 8.0×10⁻¹² per hour = 0.008 FIT,

while a survivor has 0.099 FIT, about 12 times more. For slope 2 the difference 2t_b/η² = 0.091 FIT is constant in time, whereas the hazard itself grows. The ratio therefore fades to 1.13 after one year and 1.01 after ten.

The ten-year failure fraction of new chips is close to (87 600/5×10⁶)² = 3.07×10⁻⁴, or 307 ppm. Burn-in changes the exponent to

[(t_b + T)² − t_b²]/η² = (T² + 2t_b T)/η²,

where T is the service period. The relative increase is 2t_b/T = 2.6 %, and the fraction becomes 315 ppm. Over one year the rise is from 3.07 to 3.86 ppm, about 26 %. The absolute harm is small here because t_b is small compared with η, but its sign is opposite to the one claimed.

Burn-in itself removes about 0.05 ppm of this population. The survivors' mean total life rises by about 0.2 h, while their mean remaining life falls by about 1132 h. There is almost nothing to screen out, and the survivors as a population pay in age.

**When screening does work**

The authors may have a different population in mind, one with a small defective group. Let group k have initial fraction p_k, reliability R_k and hazard h_k. Then R = Σ p_k R_k, and the definition of hazard gives

h = Σ p_k R_k h_k/R = Σ w_k h_k, with w_k = p_k R_k/R.

The weight w_k is the group's share among survivors. Taking the logarithm of w_k and differentiating gives dw_k/dt = w_k(h − h_k). Therefore

dh/dt = Σ w_k dh_k/dt + Σ w_k(h − h_k)h_k
= ⟨dh_k/dt⟩ + h² − ⟨h_k²⟩
= ⟨dh_k/dt⟩ − Var(h_k),

where the mean and variance are taken over survivors. The first term is ageing; the second is the removal of weak chips. The population hazard can fall even though every group has a rising hazard.

Add 200 ppm of defective chips with the same slope 2 but η_d = 500 h. At an age of 600 h the ageing term is 3.8×10⁻¹⁰ h⁻² and the removal term 1.09×10⁻⁹ h⁻², so the hazard is falling. A slope above one in each group is thus no argument against burn-in. What matters is the hazard of the mixture.

Assume that the defective chips have the same A. The fraction of them that survives burn-in is exp[−(1132/500)²] ≈ 0.006, which leaves 1.2 ppm. Ten-year failures fall from 507 to 316 ppm, and one-year failures from 203 to 5 ppm. No individual chip has improved. The defective chips have been moved from the field to the factory, and the good ones have aged slightly.

Even here survivors do worse at first. New chips start with zero hazard. The remaining defective chips start with 2t_b/η_d² ≈ 9.1×10⁻³ per hour, which contributes 1.07×10⁻⁸ per hour to the population. To leading order in t, accumulated failures are equal when

(200×10⁻⁶)(t/500 h)² = (1.07×10⁻⁸ h⁻¹) t,

which gives t of about 13 h, in agreement with the full calculation. After that the burned-in population is ahead for the service periods considered here.

**When more burn-in helps**

For a fixed service period T, the quantity to improve is ln R(T|t_b) = ln R(t_b + T) − ln R(t_b). Its derivative is

d ln R(T|t_b)/dt_b = h(t_b) − h(t_b + T).

More burn-in helps while the hazard at its end exceeds the hazard at the end of service. For a single Weibull law with β > 1 this condition is never met.

For the mixture it is met over a window. At small t_b the defective group gives h(t_b) ≈ 2p t_b/η_d², with p = 200×10⁻⁶. At the end of service that group is gone and h ≈ 2T/η². Equating them gives

t_b ≈ T η_d²/(p η²) = 4.4 h.

Up to this equivalent age, more burn-in raises the ten-year failure fraction, though by a negligible amount: integrating the hazard difference gives about 0.015 ppm. Beyond it, more burn-in helps until t_b ≈ 1183 h, or 50 h at the stated stress, where the fraction is least. Further burn-in mainly ages good chips. The proposed 48 h lies near this optimum, but the optimum exists because of the assumed defects. It also depends on T and ignores the cost of burn-in and of rejected chips.

**How far the numbers can be trusted**

The spacing, voltages, temperatures and acceleration parameters are rough values for a SiCOH-type dielectric in dense wiring. Doubling the supply voltage is severe for a product burn-in, since the transistors may not tolerate it. The two Weibull scales and the defective fraction are chosen, not measured. The burn-in field is about 0.16 of a rough breakdown field of 5 MV/cm, so immediate breakdown of sound material is not the main concern; a local narrowing of the gap could be.

The field law matters most among the effects sized here. Lifetime tests are run at high field, and the result must be carried down to use. Suppose instead that the logarithm of lifetime falls as g√E, with the same slope at a test field of 3 MV/cm. Then g/(2√3) = 4, in units of MV/cm, so g = 8√3. The field factor becomes exp[8√3(√0.80 − √0.40)] ≈ 38 instead of 5, and the equivalent age about 8600 h. With η at use held fixed, ten-year failures of the single population rise from 307 to 367 ppm, an increase of 20 % instead of 2.6 %. The mixture also ends at 367 ppm. That is still better than its 507 ppm without burn-in, but the same 48 h now go well past the best equivalent age of 1183 h, which under this law is reached after about 7 h of burn-in. These figures isolate the effect of the field law on the burn-in age. If the lifetime measured at 3 MV/cm were held fixed instead of η at use, the root law would make η at use about 126 times longer. Ten-year failures of the single population would then be only about 0.02 ppm, though burn-in would still raise them by about 20 %, and the best burn-in age of the mixture would change. If η_d lengthened by the same factor, to about 63 000 h, the 48 h would remove few defective chips and would raise the mixture's ten-year failures from about 171 to 177 ppm. Nor do these two laws bracket the effect: a power law with the same slope at 3 MV/cm has the exponent 12 and a field factor of 2¹² = 4096, and with η at use held fixed it gives about 6800 ppm after burn-in, far above the 507 ppm of the untreated mixture.

Other corrections are smaller, although a spread in line spacing comes close under the root law. A burn-in 5 K hotter raises the equivalent age by 22 %. If the field coefficient scales as 1/T, with its stated value at 378 K and the 0.60 eV taken at the use field, the equivalent age falls from 1132 to about 990 h under the linear law and from 8600 to about 6300 h under the root law. Healing half the stored damage lowers the ten-year figure for burned-in chips of the single population from 315 to 311 ppm. Real chips also differ in line spacing, which breaks the assumption of one Weibull law and one A. With a 5 % standard deviation, and η at nominal spacing held fixed, ten-year failures are 314 ppm for new chips and 322 ppm for survivors under the linear law, or 345 and 416 ppm under the root law. This spread does not reverse the ten-year comparison. At least two conditions remain outside these estimates: defects may accelerate differently from sound dielectric, and burn-in may create damage that use would not.

**Requested revision**

The claim that survivors have a lower hazard should be withdrawn for the single population with slope 2. If the authors wish to defend burn-in, they should show evidence of an early-failing group, estimate its fraction and lifetime scale, and compare the failure fraction with burn-in, 1 − R(T|t_b), with that of new chips, 1 − R(T), for the intended service period. Comparing h(t_b) with h(t_b + T) answers a different question: whether a slightly longer burn-in would lower the failure fraction. Both comparisons should be repeated with more than one field law, because the equivalent age of the good chips depends strongly on that choice.

Table of computed values

```
Scaled test: burn-in age 0.3 eta, service 0.3 eta
  slope 0.6: failed new 38.5 %, burned-in 22.2 %
  slope 1.0: failed new 25.9 %, burned-in 25.9 %
  slope 2.0: failed new 8.6 %, burned-in 23.7 %
Spacing 20 nm; voltage use 0.8, burn-in 1.6 V
Field use 0.40, burn-in 0.80 MV/cm
Temperature use 378, burn-in 413 K
Burn-in duration 48 h
Field factor 4.0 cm/MV; activation energy 0.60 eV
Intrinsic eta 5.00e+06 h; slope 2.0
Service periods: one year 8760 h, ten years 87600 h
Acceleration: field 4.953, thermal 4.764, total 23.59
Equivalent burn-in age 1132.5 h
Intrinsic loss during burn-in 0.0513 ppm
Hazard at 100 h: new 0.0080, burned-in 0.0986 FIT, ratio 12.325
Hazard at 8760 h: new 0.7008, burned-in 0.7914 FIT, ratio 1.129
Hazard at 87600 h: new 7.0080, burned-in 7.0986 FIT, ratio 1.013
Intrinsic one-year failures: new 3.069, burned-in 3.863 ppm
Intrinsic ten-year failures: new 306.90, burned-in 314.84 ppm
Mean life of new parts 4.43113e+06 h
Survivors: mean total life gain 0.227 h, remaining-life loss 1132.3 h
Two-trap model: columns 1.0e+08, trap rate 2.00e-11 1/h
Defective fraction 200 ppm; defective eta 500 h, slope 2.0
Defective fraction after burn-in 1.183 ppm
Mixture one-year failures: new 203.07, burned-in 5.05 ppm
Mixture ten-year failures: new 506.84, burned-in 316.02 ppm
Mixture: cumulative failures cross at service time 12.83 h
Hazard slope at 600 h: ageing 3.792e-10, removal 1.092e-09 1/h^2
Ten-year failures peak at burn-in age 4.38 h
Ten-year failures are least at burn-in age 1183.1 h: 315.93 ppm
Best burn-in duration at these stresses 50.1 h
Root-field law matched at 3.0 MV/cm: equivalent age 8623 h
Root-field ten-year failures: intrinsic 367.31, mixture 367.31 ppm
Burn-in 5 K hotter: equivalent age 1385.6 h
Healing 50 % of stored damage: ten-year failures 310.87 ppm
Spacing spread (standard deviation) 5 %
  linear law, ten years: new 313.52, burned-in 321.80 ppm
  root law, ten years: new 345.03, burned-in 416.45 ppm
Rough breakdown field 5.0 MV/cm; burn-in/breakdown 0.16
```
